\section*{How an Anneal Broadens a Buried Dopant Marker}

\section{Problem}

A thin layer of boron, uniform in the plane of the wafer, is buried deep inside a silicon crystal. Its concentration along the depth axis $x$ is a Gaussian with standard deviation $\sigma_0=20$ nm. The crystal is annealed at constant temperature for a time $t$ such that the product of diffusivity and time is $Dt=250\ \mathrm{nm}^2$. Treat the solid as unbounded, the boron as conserved, and $D$ as independent of position and concentration.

(a) What is the standard deviation after the anneal? (b) Does the answer depend on the marker being Gaussian? (c) How far do a nearby surface, a high dose, and an imperfectly known diffusivity move it?

\section{A tempting solution}

A marker that starts as an infinitely thin sheet spreads into a Gaussian of standard deviation
\begin{equation}
s=\sqrt{2Dt}=\sqrt{500\ \mathrm{nm}^2}=22.36\ \mathrm{nm}.
\end{equation}
The real marker is already 20 nm wide, and the anneal adds 22.36 nm, so the final width is
\begin{equation}
\sigma\overset{?}{=}\sigma_0+s=20+22.36=42.36\ \mathrm{nm}.
\end{equation}

\section{Where it fails}

The value of $s$ is right; the addition is wrong. One sign of trouble is that the answer depends on how the anneal is divided. Two successive anneals of half the duration would each add $\sqrt{2D(t/2)}=\sqrt{Dt}$, together $2\sqrt{Dt}=\sqrt2\,s$, which exceeds $s$. Yet two halves without a pause are the same anneal.

To find the fault, write the final position of one boron atom as $x=x_0+\xi$, where $x_0$ is its starting position and $\xi$ its displacement. The variance of a sum is
\begin{equation}
\sigma^2=\sigma_0^2+2\,\mathrm{cov}(x_0,\xi)+s^2 .
\end{equation}
Adding the widths means $\sigma^2=(\sigma_0+s)^2=\sigma_0^2+2\sigma_0 s+s^2$, and therefore $\mathrm{cov}(x_0,\xi)=\sigma_0 s$. That is perfect correlation: each atom would have to move outward in proportion to its initial distance from the centre. With uniform $D$, an atom has no information about where the centre of the marker lies. Its displacement is independent of $x_0$, the covariance is zero, and the variances add.

\section{The solution from the diffusion equation}

The same result follows from the continuum equation, which also shows what it requires. Let $C(x,t)$ be the concentration and $J=-D\,\partial C/\partial x$ the flux. Conservation, $\partial C/\partial t=-\partial J/\partial x$, gives for uniform $D$
\begin{equation}
\frac{\partial C}{\partial t}=D\frac{\partial^2 C}{\partial x^2}.
\label{eq:diff}
\end{equation}
Assume that $C$ and its slope vanish at large $|x|$ fast enough for all boundary terms below to vanish, as they do for a Gaussian. Primes denote $\partial/\partial x$, and integrals run over the whole axis.

The dose $Q=\int C\,dx$ is constant:
\begin{equation}
\frac{dQ}{dt}=D\int C''\,dx=D\,[C']_{-\infty}^{\infty}=0 .
\end{equation}
The centre $\bar x=Q^{-1}\int xC\,dx$ does not move, because one integration by parts gives
\begin{equation}
\frac{d}{dt}\int xC\,dx=D\int xC''\,dx
=D\,[xC']_{-\infty}^{\infty}-D\int C'\,dx
=D\,[xC'-C]_{-\infty}^{\infty}=0 .
\end{equation}
We may therefore measure depth from the fixed centre, $y=x-\bar x$, so that $\sigma^2=Q^{-1}\int y^2C\,dy$. Two integrations by parts give
\begin{align}
\frac{d}{dt}\int y^2C\,dy
&=D\int y^2C''\,dy
=D\,[y^2C']_{-\infty}^{\infty}-2D\int yC'\,dy\nonumber\\
&=D\,[y^2C'-2yC]_{-\infty}^{\infty}+2D\int C\,dy=2DQ .
\end{align}
Division by the constant $Q$ and integration over time give
\begin{equation}
\frac{d\sigma^2}{dt}=2D,\qquad \sigma^2=\sigma_0^2+2Dt .
\label{eq:law}
\end{equation}
For the marker,
\begin{equation}
\sigma^2=400+500=900\ \mathrm{nm}^2,\qquad \sigma=30\ \mathrm{nm}\ (300\ \text{\AA}).
\end{equation}
This answers (a). Within the stated model the value is exact.

Since $d\sigma^2/dt=2\sigma\,d\sigma/dt$, the width itself grows at the rate $d\sigma/dt=D/\sigma$, which falls as the marker widens. Halfway through the anneal $\sigma=\sqrt{400+250}=25.50$ nm, so the first half contributes 5.5 nm and the second 4.5 nm. For $2Dt\ll\sigma_0^2$ the broadening is approximately $Dt/\sigma_0$; for $2Dt\gg\sigma_0^2$ the initial width is forgotten and $\sigma\approx\sqrt{2Dt}$.

\section{Shape of the profile}

To see that a Gaussian remains Gaussian, try
\begin{equation}
C=\frac{Q}{\sqrt{2\pi}\,\sigma(t)}\exp\!\left[-\frac{y^2}{2\sigma(t)^2}\right].
\end{equation}
Time enters through $\sigma$ alone, so the two sides of Eq.~(\ref{eq:diff}) are
\begin{align}
\frac{\partial C}{\partial t}&=\frac{d\sigma}{dt}\left(\frac{y^2}{\sigma^3}-\frac1\sigma\right)C,\\
DC''&=D\left(\frac{y^2}{\sigma^4}-\frac1{\sigma^2}\right)C
=\frac D\sigma\left(\frac{y^2}{\sigma^3}-\frac1\sigma\right)C .
\end{align}
They agree at every $y$ when $d\sigma/dt=D/\sigma$, which is Eq.~(\ref{eq:law}) again. The peak $Q/(\sqrt{2\pi}\sigma)$ falls to $20/30=2/3$ of its initial height. Setting the exponential equal to $1/2$ gives $y=\pm\sigma\sqrt{2\ln2}$, so the full width at half maximum, $2\sqrt{2\ln 2}\,\sigma$, grows from 47.1 to 70.6 nm. A quoted ``width'' must say which of these measures is meant.

For (b), the derivation of Eq.~(\ref{eq:law}) never used the Gaussian shape. Any initial profile with $\sigma_0=20$ nm and sufficiently fast tails ends with $\sigma=30$ nm. It need not end as a Gaussian. Its third central moment obeys
\begin{equation}
\frac{d}{dt}\int y^3C\,dy
=D\,[y^3C'-3y^2C]_{-\infty}^{\infty}+6D\int yC\,dy=0,
\end{equation}
where the last integral vanishes because $y$ is measured from the centre. The skewness, which is this moment divided by $Q\sigma^3$, therefore falls by the factor $(\sigma_0/\sigma)^3=(2/3)^3$. A numerical solution for a one-sided start, $C\propto u^3e^{-u/(10\,\mathrm{nm})}$ with $u>0$ the distance from its sharp edge, shows both results: the standard deviation goes from 20.000 to 30.000 nm, and the skewness from 1.000 to 0.296.

\section{When the assumptions fail}

\subsection{A nearby surface}

Put the surface at $x=0$ and the marker at depth $d$. Let $G(y)$ be the normalized Gaussian of standard deviation $\sigma$. The sum $G(x-d)+G(x+d)$ is even in $x$, so its slope vanishes at the surface: it describes a reflecting surface. The difference $G(x-d)-G(x+d)$ vanishes at $x=0$ and describes a perfect sink. Both treat the small tail of the initial marker that would lie outside the solid only approximately: at the start, the sum folds it back into the solid and the difference subtracts its mirror image. The fraction remaining with a sink is
\begin{equation}
\int_0^\infty[G(x-d)-G(x+d)]\,dx
=\int_{-d}^{d}G(y)\,dy
=1-\operatorname{erfc}\!\left(\frac{d}{\sqrt2\,\sigma}\right),
\end{equation}
so the lost fraction is the complementary error function. At $d=100$ nm it is 0.086\%, and the numerical standard deviation is 29.98 nm for reflection and 29.87 nm for a sink. At $d=60$ nm, only two final standard deviations from the surface, these become 28.93 and 27.43 nm, and the sink removes 4.4\% of the boron in the numerical solution. The formula gives 4.55\%; the difference comes from its approximate treatment of the initial tail. For this Gaussian marker, either surface makes the remaining profile narrower, by folding back or removing the tail on the surface side. This is not a rule for every shape: a sink that drains a large peak near the surface can leave a two-peaked profile wider than free diffusion would.

\subsection{A high dose}

Boron is an acceptor. Suppose that it is fully ionized, is the sole dopant, and diffuses with the help of holes, so that its diffusivity is $Dp/n_i$. Here $p$ is the hole density, $n_i$ the intrinsic carrier density, and $D$ the value at $p=n_i$. With non-degenerate carriers and no net hole current, drift balances hole diffusion and the electric field is $E=(k_BT/e)\,p'/p$. It drives the negative boron ions against $E$, with mobility $(Dp/n_i)\,e/(k_BT)$. Diffusion and drift together give
\begin{equation}
J=-D\frac{p}{n_i}\left(C'+C\frac{p'}{p}\right)
=-\frac{D}{n_i}(Cp)' .
\end{equation}
Charge neutrality, $p=C+n$ with electron density $n=n_i^2/p$, gives $p^2-Cp-n_i^2=0$, hence
\begin{equation}
p=\frac C2+\sqrt{\frac{C^2}{4}+n_i^2}\simeq n_i+\frac C2\qquad(C\ll n_i).
\end{equation}
The second-moment calculation now has $Cp/n_i$ in place of $C$ under the derivatives:
\begin{equation}
\frac{d\sigma^2}{dt}=\frac{2D}{Q}\int C\frac{p}{n_i}\,dy
\simeq 2D+\frac{D}{Qn_i}\int C^2\,dy .
\end{equation}
For a Gaussian, $\int C^2dy=Q^2/(2\sqrt\pi\,\sigma)$. In this small correction we may use the ideal relation $D\,dt=\sigma\,d\sigma$, which cancels the $1/\sigma$. The added variance is then
\begin{equation}
\Delta(\sigma^2)\simeq\frac{Q}{2\sqrt\pi\,n_i}\int_{\sigma_0}^{\sigma}d\sigma'
=\frac{Q(\sigma-\sigma_0)}{2\sqrt\pi\,n_i}.
\end{equation}
Take the rough value $n_i=10^{19}\ \mathrm{cm}^{-3}$ at the anneal temperature. A dose of $10^{12}\ \mathrm{cm}^{-2}$ has $Q/n_i=1$ nm, so the formula gives $10/(2\sqrt\pi)=2.82\ \mathrm{nm}^2$. The full nonlinear solution gives 2.83 nm$^2$ and a final width of 30.05 nm. At $10^{14}\ \mathrm{cm}^{-2}$ the initial peak is about $2n_i$, outside the range $C\ll n_i$ of the expansion. The nonlinear solution gives 34.8 nm; the first-order formula, though no longer justified, still gives 34.4 nm. These values assume that the whole diffusivity scales with $p/n_i$; if 5\% of $D$ were independent of $p$ the width would be 34.7 nm, and if half were, 33.5 nm. At this dose the result is also sensitive to the rough value of $n_i$: with $n_i=7.1\times10^{18}\ \mathrm{cm}^{-3}$ the same nonlinear equations give 36.7 nm.

\subsection{Temperature and time}

If $D$ changes with time but remains uniform, integrating $d\sigma^2=2D(t)\,dt$ replaces $Dt$ by $\int D\,dt$. With a rough prefactor of 1 cm$^2$/s and a rough activation energy $E_a=3.5$ eV, the diffusivity at 1273 K, where $k_BT=0.1097$ eV, is
\begin{equation}
D=(1\ \mathrm{cm^2/s})\,e^{-3.5/0.1097}=1.39\ \mathrm{nm^2/s},
\end{equation}
and the required hold is $t=250/1.39\approx180$ s. With that time held fixed, a hold 10 K too hot gives 32.3 nm and one 10 K too cold gives 28.1 nm. The rough parameters matter more: at fixed prefactor and hold time, $E_a=3.4$ eV gives 40.5 nm and $E_a=3.6$ eV gives 24.5 nm. A prefactor and an activation energy must therefore be taken from the same fit, since only their combination $D(1273\ \mathrm K)$ enters.

Heating and cooling also contribute. At $\Delta T$ below the hold temperature, $D$ is smaller by approximately $\exp[-E_a\Delta T/(k_BT^2)]$. Integrating this over $\Delta T=r\tau$, with $r$ the ramp rate and $\tau$ the time from the hold, and counting both ramps, gives
\begin{equation}
\Delta(Dt)\simeq 2D\int_0^\infty e^{-E_a r\tau/(k_BT^2)}\,d\tau=\frac{2Dk_BT^2}{E_a r}.
\end{equation}
For $r=50$ K/s this is 2.22 nm$^2$. Direct integration of the Arrhenius law from 873 K gives 2.09 nm$^2$; the estimate is high because $1/(T-\Delta T)-1/T=\Delta T/[T(T-\Delta T)]$ exceeds the $\Delta T/T^2$ used in it. The final width rises to 30.07 nm.

\section{The marker in a real wafer}

The parameters are rough values for boron in silicon near 1000~$^\circ$C. Silicon is cubic, so $D$ has no preferred direction in the unstrained crystal. The diffusivity can also be changed by the processing itself. Boron in silicon moves largely with the help of self-interstitials, and surface oxidation or implantation damage can supply an excess of them. If such an excess doubled $D$ throughout the same hold, a factor chosen for illustration, the width would be $\sqrt{400+1000}=37.4$ nm. Transient enhancement after implantation can be much larger than this factor; a tenfold enhancement would give $\sqrt{400+5000}=73.5$ nm. Leaving aside the uncertainty in the Arrhenius parameters, excess interstitials give the largest shift among the cases considered here, followed by the high dose, the sink at 60 nm, and the 10 K error. The ideal 30 nm is therefore best approached by a dilute marker grown into the crystal, several final standard deviations from any surface, and annealed in an inert ambient at a well-controlled temperature. The numerical output below lists the values for the main cases.

\section*{Computed values}
\begin{verbatim}
initial standard deviation: 20.0 nm
Dt: 250.0 nm^2
initial variance: 400.0 nm^2
added variance 2Dt: 500.0 nm^2
final std, Fourier profile: 30.000000 nm
final std, converted: 300.00 angstrom
final std, finite volumes: 30.0000 nm
std after half of the anneal: 25.50 nm
sqrt(2Dt): 22.36 nm
wrong sum of widths: 42.36 nm
peak ratio final/initial: 0.6667
full width at half maximum, start: 47.1 nm
full width at half maximum, end: 70.6 nm
skewed start, std: 20.000 nm, skewness 1.000
skewed end, std: 30.000 nm, skewness 0.296
rough prefactor: 1.0 cm^2/s
rough activation energy: 3.5 eV
hold temperature: 1273 K
kT at hold: 0.1097 eV
D at hold: 1.392 nm^2/s
hold time: 180 s
surface at 100 nm, reflecting: std 29.977 nm
surface at 100 nm, sink: std 29.867 nm
surface at 100 nm, sink: lost 0.086 percent
surface at 60 nm, reflecting: std 28.932 nm
surface at 60 nm, sink: std 27.430 nm
surface at 60 nm, sink: lost 4.395 percent
sink loss formula at 100 nm: 0.086 percent
rough intrinsic density ni: 1.0e+19 cm^-3
dose 1e+12 cm^-2: initial peak 1.99e+17 cm^-3
dose 1e+12 cm^-2: final std 30.047 nm
dose 1e+14 cm^-2: initial peak 1.99e+19 cm^-3
dose 1e+14 cm^-2: final std 34.817 nm
dilute extra variance, solver: 2.826 nm^2
dilute extra variance, formula: 2.821 nm^2
hold 10 K too hot: std 32.27 nm
hold 10 K too cold: std 28.08 nm
ramp rate: 50 K/s, from 873 K
Dt added by both ramps: 2.09 nm^2
Dt added by ramps, estimate: 2.22 nm^2
std with ramps: 30.070 nm
std with doubled diffusivity: 37.42 nm
\end{verbatim}
